\section*{Trapped Charge as a Virtual Gate and the Dynamic On-Resistance, part 1}

(Sections cited here and not found follow in the second part.)

\section{From trapped charge to added resistance}

\noindent\textbf{Q:} A transistor is held off at high drain voltage, then switched on, and its on-resistance is found to be higher than before. One possible explanation is that electrons were trapped at the surface beside the gate. But those electrons are not in the channel, and they do not scatter its carriers strongly from so far away. Why should the channel notice them?

\noindent\textbf{A:} Because it is coupled to them by the electric field. To make that quantitative I need a definite structure. The channel is a thin sheet of electrons with density $n_0$ per area. Above it lies a barrier layer of thickness $t_b$ and permittivity $\varepsilon_b$. The top of the barrier is the surface on which electrons are trapped. Above the surface is a second dielectric, with thickness $t_i$ and permittivity $\varepsilon_i$, and on top of that a metal field plate at fixed potential. The capacitances per area on the two sides of the surface are
\begin{equation}
C_b=\frac{\varepsilon_b}{t_b},\qquad C_i=\frac{\varepsilon_i}{t_i}.
\end{equation}
I take $q>0$, so an electron carries charge $-q$. The number $N_t$ counts the electrons per area added to the surface relative to the trap-free state. Whatever fixed charge was there before stays there.

Let $V_s$, $V_c$ and $V_p$ be the potentials of surface, channel and plate. For now every layer is uniform in the lateral directions. The electric displacement leaving the surface upwards is $C_i(V_s-V_p)$, and that leaving it downwards is $C_b(V_s-V_c)$. Gauss's law equates their sum to the surface charge. With $Q_f$ for the fixed part,
\begin{equation}
C_i(V_s-V_p)+C_b(V_s-V_c)=Q_f-qN_t .
\end{equation}
The same equation with $N_t=0$ holds in the trap-free state. I subtract it, keeping $V_p$ and $V_c$ the same in both states. The fixed charge cancels, and the change $\Delta V_s$ of the surface potential obeys
\begin{equation}
(C_i+C_b)\,\Delta V_s=-qN_t,
\qquad
\Delta V_s=-\frac{qN_t}{C_b+C_i}.
\end{equation}
The trapped electrons make the surface more negative, as a negative voltage on a metal electrode at that position would.

\medskip
\noindent\textbf{Q:} You held the channel potential fixed. Is that a result or a convenience?

\noindent\textbf{A:} It is an approximation with two parts. The channel is connected to source and drain, so its electrons can leave or enter until equilibrium with the contacts is restored. If the current is small, the potential drop along the channel is small too. And if the density of states is large, a change of density needs little change of potential. Both parts can be relaxed, and I shall do so later. For the moment the channel is an equipotential sheet.

\medskip
\noindent\textbf{Q:} Then how many electrons does it lose? My guess would be one for each trapped electron, since charge has to balance.

\noindent\textbf{A:} That guess leaves out the plate. Apply Gauss's law to the channel sheet. Its charge consists of a fixed part and $-qn$. The displacement leaving it upwards is $C_b(V_c-V_s)$. The displacement leaving it downwards does not change, because the channel potential is fixed and I assume that the charge and potentials below it are unchanged. Subtracting the trap-free equation therefore leaves
\begin{equation}
-q\,\Delta n=-C_b\,\Delta V_s,
\qquad\text{so}\qquad
q\,\Delta n=C_b\,\Delta V_s .
\end{equation}
Now insert $\Delta V_s$:
\begin{equation}
\Delta n=-\frac{C_b}{C_b+C_i}N_t=-\eta N_t,
\qquad
\eta=\frac{C_b}{C_b+C_i}.
\end{equation}
The missing fraction is on the plate. The displacement reaching the plate from below changes by $C_i\Delta V_s$, so the plate charge changes by
\begin{equation}
-C_i\,\Delta V_s=\frac{C_i}{C_b+C_i}\,qN_t=(1-\eta)\,qN_t .
\end{equation}
The channel has lost $\eta N_t$ electrons and thus gained a charge $+\eta qN_t$. The two positive changes add up to $qN_t$, which balances the trapped $-qN_t$. Your one-for-one rule is the limit $C_i\to0$, where no plate or other conductor lies near enough above the surface to share the image charge.

\medskip
\noindent\textbf{Q:} Does it matter where the trapped electrons came from? If they leaked out of the gate metal, the channel never supplied them.

\noindent\textbf{A:} It does not matter here. Their origin never entered Gauss's law; their final position did. In the case you describe, the electrons missing from the channel have gone out through the contacts into the external circuit, because the more negative surface repels them. Depletion and trapping are linked by the field and need not involve the same electrons.

\medskip
\noindent\textbf{Q:} I accept the depletion, but the word ``gate'' still seems generous. A gate has a terminal.

\noindent\textbf{A:} The word refers to the relation $q\,\Delta n=C_b\,\Delta V_s$. A metal electrode lying on the barrier surface, with its voltage changed by $\Delta V_s$, would change the channel density by the same amount. In this sense $\Delta V_s$ is a virtual-gate voltage. The difference is in what is held fixed. A voltage source keeps the potential of a metal gate, whereas frozen traps keep the charge. For laterally uniform layers that difference has no effect while channel and plate potentials are constant. It appears when either of them varies, and near the ends of a finite strip.

The voltage scale follows from the same relation. Linear charge control removes the full density $n_0$ when the surface potential has moved by
\begin{equation}
V_{po}=\frac{qn_0}{C_b}
\end{equation}
in the negative direction. The depleted fraction is therefore
\begin{equation}
\theta=\frac{-\Delta n}{n_0}=\frac{\eta N_t}{n_0}
=\frac{|\Delta V_s|}{V_{po}} .
\end{equation}
The last equality uses $-\Delta n=C_b|\Delta V_s|/q$ and $n_0=C_bV_{po}/q$, in which $C_b/q$ cancels. Partial depletion means $0<\theta<1$, and the remaining density is
\begin{equation}
n_1=n_0-\eta N_t=n_0(1-\theta).
\end{equation}

\medskip
\noindent\textbf{Q:} Please put numbers in. I would like to know whether this is a subtle shift or a large one.

\noindent\textbf{A:} Take round model parameters: $n_0=8.0\times10^{12}\ \mathrm{cm^{-2}}$ and $N_t=5.0\times10^{12}\ \mathrm{cm^{-2}}$. The barrier is $20$ nm thick with relative permittivity $9$; the upper dielectric is $200$ nm thick with relative permittivity $7$. Then $C_b=3.984\ \mathrm{mF/m^2}$ and $C_i=0.310\ \mathrm{mF/m^2}$, so
\begin{align}
\eta&=\frac{3.984}{3.984+0.310}=0.928,\\
\theta&=0.928\times\frac{5.0}{8.0}=0.580,\\
n_1&=8.0\times10^{12}\,(1-0.580)\ \mathrm{cm^{-2}}
=3.36\times10^{12}\ \mathrm{cm^{-2}} .
\end{align}
The full-depletion voltage is $V_{po}=3.217$ V, and the virtual-gate voltage is
\begin{equation}
\Delta V_s=-\theta V_{po}=-0.580\times3.217\ \mathrm{V}=-1.87\ \mathrm{V}.
\end{equation}
More than half the electrons below the traps are gone. A finite-difference solution of Poisson's equation for a long trapped strip in this layered structure gives the same $\eta$ and the same surface potential at the strip's centre, to the digits quoted here.

\medskip
\noindent\textbf{Q:} So the conductivity falls by $58\%$. Does the on-resistance then rise by $58\%$?

\noindent\textbf{A:} No, for two reasons: resistance is the reciprocal of conductance, and just a part of the current path is affected. Let the trapped region have length $L_t$ along the current and let the device have width $W$. At low field the current is carried by drift with mobility $\mu$, so its magnitude is
\begin{equation}
I=Wq\mu n\,\mathcal E ,
\end{equation}
where $\mathcal E$ is the magnitude of the field along the channel. The voltage across the trapped region is $\mathcal E L_t$. Before trapping, its resistance is thus
\begin{equation}
R_t=\frac{\mathcal E L_t}{I}=\frac{L_t}{Wq\mu n_0}
=\frac{R_{sh}L_t}{W},
\qquad
R_{sh}=\frac{1}{q\mu n_0}.
\end{equation}
After trapping, $n_0$ is replaced by $n_1$. I keep $\mu$ constant, which is an assumption about the channel and not a consequence of the electrostatics. The same current flows through every section of the device in series, so the voltage drops add and so do the resistances. Contacts, gated channel and untrapped access regions are unchanged and cancel from the difference:
\begin{align}
\Delta R
&=\frac{L_t}{Wq\mu}\left(\frac1{n_1}-\frac1{n_0}\right)
=\frac{L_t}{Wq\mu}\,\frac{n_0-n_1}{n_0n_1}\\
&=\frac{L_t}{Wq\mu}\,\frac{\theta n_0}{n_0^2(1-\theta)}
=\frac{R_{sh}L_t}{W}\,\frac{\theta}{1-\theta}.
\end{align}
The second line uses $n_0-n_1=\theta n_0$ and $n_1=n_0(1-\theta)$. If $R_{on,0}$ is the trap-free on-resistance of the whole device, division gives
\begin{equation}
\frac{R_{dyn}}{R_{on,0}}=1+f\,\frac{\theta}{1-\theta},
\qquad
f=\frac{R_t}{R_{on,0}} .
\end{equation}
The factor $f$ is the share of the original resistance that lay under the traps.

\medskip
\noindent\textbf{Q:} And in the example?

\noindent\textbf{A:} Let $\mu=1800\ \mathrm{cm^2/(V\,s)}$, which gives $R_{sh}=433.4\ \Omega$ per square. The access region is $5.0\ \mu$m long, and $L_t=2.0\ \mu$m of it is trapped. All other parts contribute $1.000\ \Omega\,$mm. Resistances are stated after multiplication by $W$, so that the width need not be specified. Then
\begin{align}
WR_t&=433.4\times2.0\times10^{-3}\ \Omega\,\mathrm{mm}
=0.867\ \Omega\,\mathrm{mm},\\
WR_{on,0}&=(1.000+433.4\times5.0\times10^{-3})\ \Omega\,\mathrm{mm}
=3.167\ \Omega\,\mathrm{mm},\\
W\Delta R&=0.867\times\frac{0.580}{0.420}\ \Omega\,\mathrm{mm}
=1.20\ \Omega\,\mathrm{mm}.
\end{align}
The share is $f=0.867/3.167=0.274$, and the ratio is
\begin{equation}
\frac{R_{dyn}}{R_{on,0}}=1+0.274\times\frac{0.580}{0.420}=1.38 .
\end{equation}
The trapped section itself has become $1/0.420=2.38$ times as resistive, but it was about a quarter of the device. The total rises by $38\%$. Solving current continuity on a chain of small resistors, with the image fraction taken from the Poisson solution, gives the same increase.

\medskip
\noindent\textbf{Q:} Suppose I trap twice as much charge. Do I get twice the increase?

\noindent\textbf{A:} You do approximately, if $\theta$ is small. Then $1-\theta\approx1$ and
\begin{equation}
\Delta R\approx R_t\theta=R_t\frac{\eta N_t}{n_0}.
\end{equation}
In general the slope is found from the quotient rule,
\begin{equation}
\frac{d}{d\theta}\,\frac{\theta}{1-\theta}
=\frac{(1-\theta)+\theta}{(1-\theta)^2}=\frac1{(1-\theta)^2},
\qquad
\frac{d\,\Delta R}{dN_t}=\frac{\eta R_t}{n_0(1-\theta)^2}.
\end{equation}
Each further trapped electron removes the same number of channel electrons, but it removes them from a smaller remainder. In the example the increase is
\begin{center}
\begin{tabular}{ccc}
$N_t$ ($10^{12}\ \mathrm{cm^{-2}}$) & $W\Delta R$ ($\Omega\,$mm) & $R_{dyn}/R_{on,0}$\\
1 & 0.114 & 1.04\\
3 & 0.463 & 1.15\\
5 & 1.20 & 1.38\\
7 & 3.74 & 2.18
\end{tabular}
\end{center}
Seven times the charge of the first row produces about $33$ times the increase.

\medskip
\noindent\textbf{Q:} The formula diverges at $\theta=1$ and turns negative beyond it. A negative added resistance cannot be right.

\noindent\textbf{A:} It is not; the formula does not apply there. In the example $\theta=1$ is reached at $N_t=n_0/\eta=8.62\times10^{12}\ \mathrm{cm^{-2}}$. Beyond that, linear charge control would require a negative electron density. What really fails is the assumption that the channel potential stays put while its last electrons leave. The result is restricted to partial depletion, and its accuracy near the upper end has to be judged from the corrections.

For an equipotential channel with constant mobility and partial depletion, the trapped electrons lower the channel density by $\eta N_t$ and raise the on-resistance by $R_t\,\theta/(1-\theta)$, which is $38\%$ of the trap-free on-resistance in the example. It remains to correct this result for the ends of the trapped strip and for changes of the channel potential, and to follow the resistance as the traps empty.

Numerical values quoted here were computed with a short program.
